# Why a rigid scissors shift leaves effective masses uncorrected: a numerical check

```python
# Result under test: a rigid scissors shift H'(k) = H(k) + D*Pc(k) opens the gap
# by D but leaves the effective mass unchanged, because the velocity operator and
# the second k-derivative of H' change so as to cancel the larger denominator.
# H(k): plane-wave Hamiltonian with a local pseudopotential (zincblende lattice)
# Pc(k): projector on all conduction states at k;  D: constant shift
# Atomic units inside (hartree, bohr, electron mass); printed units are labelled.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from mpmath import polylog

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
LATTICE_NM = 0.565
UNIT_G = 2 * np.pi / (LATTICE_NM / BOHR_NM)
SYM = {3: -0.23, 11: 0.06}               # symmetric form factors, Ry
ANTI = {3: 0.07, 4: 0.05, 11: 0.01}      # antisymmetric form factors, Ry
GAP_LOW, GAP_TARGET = 0.5, 1.4           # eV
SPIN_ORBIT = 0.34                        # eV, rough valence splitting
FILM_NM, SHEET_CM2, TEMP = 10.0, 1e12, 300.0
CUT, CUT_LARGE = 36, 56                  # limits on |G|^2 in (2 pi/a)^2
STEP = 5e-4                              # k step, 1/bohr
C = 4                                    # index of lowest conduction band
XDIR = np.array([1.0, 0.0, 0.0])


def make_basis(cut):
    return np.array([g for g in itertools.product(range(-7, 8), repeat=3)
                     if len({n % 2 for n in g}) == 1
                     and sum(n * n for n in g) <= cut])


def make_model(basis, v8):
    diff = basis[:, None, :] - basis[None, :, :]
    norm2 = (diff ** 2).sum(axis=2)
    phase = np.pi / 4 * diff.sum(axis=2)
    pot = np.zeros(norm2.shape, complex)
    for n2, v in {**SYM, 8: v8}.items():
        pot += np.where(norm2 == n2, v / 2 * np.cos(phase), 0)
    for n2, v in ANTI.items():
        pot += 1j * np.where(norm2 == n2, v / 2 * np.sin(phase), 0)
    return basis * UNIT_G, pot


def ham(model, k):
    gvec, pot = model
    return pot + np.diag(((gvec + k) ** 2).sum(axis=1) / 2)


def levels(model, k):
    return np.linalg.eigvalsh(ham(model, k))


def gap_ev(model):
    e = levels(model, np.zeros(3))
    return (e[C] - e[C - 1]) * HARTREE_EV


def curvature(hfun, band, direction=XDIR, offset=np.zeros(3)):
    # bands are even in the displacement; Richardson removes the k^4 term
    e = [np.linalg.eigvalsh(hfun(offset + n * STEP * direction))[band]
         for n in (0, 1, 2)]
    c1 = 2 * (e[1] - e[0]) / STEP ** 2
    c2 = 2 * (e[2] - e[0]) / (2 * STEP) ** 2
    return (4 * c1 - c2) / 3


basis = make_basis(CUT)
v8_low, v8_target = [brentq(lambda v: gap_ev(make_model(basis, v)) - g,
                            -0.05, 0.05, xtol=1e-10)
                     for g in (GAP_LOW, GAP_TARGET)]
models = {"low": make_model(basis, v8_low),
          "target": make_model(basis, v8_target)}
gap_closed = gap_ev(make_model(basis, -0.05))
assert abs(gap_closed) < 1e-6            # inverted order: no gap to shift

mass, light_hole, kane_ev, valley, so_gap, so_mass = {}, {}, {}, {}, {}, {}
film_mass, fermi_ev, film_ev = {}, {}, {}
k_fermi = np.sqrt(2 * np.pi * SHEET_CM2 * 1e-14) * BOHR_NM
k_film = np.pi / FILM_NM * BOHR_NM
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
eps = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, l], eps[i, l, j] = 1, -1

for name, mod in models.items():
    hfun = lambda k, mod=mod: ham(mod, k)
    inv = curvature(hfun, C)
    mass[name] = 1 / inv
    light_hole[name] = -1 / curvature(hfun, 1)
    diag_inv = curvature(hfun, C, np.array([1, 1, 0]) / np.sqrt(2))
    anisotropy = abs(diag_inv / inv - 1)
    assert anisotropy < 1e-3
    e0, u0 = np.linalg.eigh(hfun(np.zeros(3)))
    p = u0.conj().T @ (mod[0][:, 0] * u0[:, C])
    others = np.arange(len(e0)) != C
    kp_inv = 1 + 2 * np.sum(abs(p[others]) ** 2 / (e0[C] - e0[others]))
    assert abs(kp_inv / inv - 1) < 1e-4  # k.p sum against band curvature
    kane_ev[name] = 2 * np.sum(abs(p[1:4]) ** 2) * HARTREE_EV
    valley[name] = [(levels(mod, UNIT_G * np.array(q))[C] - e0[C]) * HARTREE_EV
                    for q in ((0.5, 0.5, 0.5), (1.0, 0, 0))]
    fermi_ev[name] = (levels(mod, k_fermi * XDIR)[C] - e0[C]) * HARTREE_EV
    film_ev[name] = (levels(mod, k_film * XDIR)[C] - e0[C]) * HARTREE_EV
    film_mass[name] = 1 / curvature(hfun, C, offset=np.array([0, 0, k_film]))
    # spin-orbit coupling inside the valence triplet, vector-like X, Y, Z states
    trip = u0[:, 1:4]
    xyz = trip @ (trip.conj().T @ (mod[0] * u0[:, C][:, None]))
    xyz = xyz / np.linalg.norm(xyz, axis=0)
    assert np.allclose(xyz.conj().T @ xyz, np.eye(3), atol=1e-6)
    so = sum(np.kron(xyz @ (-1j * eps[j]) @ xyz.conj().T, pauli[j])
             for j in range(3)) * SPIN_ORBIT / 3 / HARTREE_EV
    hso = lambda k, mod=mod, so=so: np.kron(ham(mod, k), np.eye(2)) + so
    es = np.linalg.eigvalsh(hso(np.zeros(3)))
    assert abs((es[7] - es[3]) * HARTREE_EV - SPIN_ORBIT) < 1e-6
    so_gap[name] = (es[8] - es[7]) * HARTREE_EV
    so_mass[name] = 1 / curvature(hso, 8)

# Explicit scissored matrix and its numerical k-derivatives at Gamma
low = models["low"]
shift = (GAP_TARGET - GAP_LOW) / HARTREE_EV


def scissored(k):
    h = ham(low, k)
    u = np.linalg.eigh(h)[1][:, C:]
    return h + shift * u @ u.conj().T


m2, m1, mid, p1, p2 = [scissored(n * STEP * XDIR) for n in (-2, -1, 0, 1, 2)]
first = (m2 - 8 * m1 + 8 * p1 - p2) / (12 * STEP)
second = (-m2 + 16 * m1 - 30 * mid + 16 * p1 - p2) / (12 * STEP ** 2)
e, u = np.linalg.eigh(ham(low, np.zeros(3)))
cstate = u[:, C]
bare = u.conj().T @ (low[0][:, 0] * cstate)
dressed = u.conj().T @ first @ cstate
ecv = e[C] - e[:C]
assert np.allclose(dressed[:C], bare[:C] * (1 + shift / ecv), atol=1e-4)
assert np.allclose(dressed[C:], bare[C:], atol=1e-4)
proj_term = (cstate.conj() @ second @ cstate).real - 1
proj_formula = -2 * shift * np.sum(abs(bare[:C]) ** 2 / ecv ** 2)
assert abs(proj_term / proj_formula - 1) < 1e-3
val_dressed = 2 * np.sum(abs(dressed[:C]) ** 2 / (ecv + shift))
val_bare = 2 * np.sum(abs(bare[:C]) ** 2 / ecv)
con_term = 2 * np.sum(abs(dressed[C + 1:]) ** 2 / (e[C] - e[C + 1:]))
mass_scissors = 1 / (1 + proj_term + val_dressed + con_term)
assert abs(mass_scissors / mass["low"] - 1) < 1e-3

# Projector frozen at Gamma: a different operator, which does change the mass
frozen = shift * u[:, C:] @ u[:, C:].conj().T
mass_frozen = 1 / curvature(lambda k: ham(low, k) + frozen, C)
val_naive = 2 * np.sum(abs(bare[:C]) ** 2 / (ecv + shift))
con_bare = 2 * np.sum(abs(bare[C + 1:]) ** 2 / (e[C] - e[C + 1:]))
mass_naive = 1 / (1 + val_naive + con_bare)
assert abs(mass_frozen / mass_naive - 1) < 1e-4
assert abs(mass_frozen - mass["target"]) < abs(mass["low"] - mass["target"])

# Plane-wave convergence at fixed form factors
large = make_basis(CUT_LARGE)
conv = {}
for name, v8 in (("low", v8_low), ("target", v8_target)):
    mod = make_model(large, v8)
    new_mass = 1 / curvature(lambda k: ham(mod, k), C)
    conv[name] = (gap_ev(mod) - gap_ev(models[name]), new_mass - mass[name])
    assert abs(conv[name][1]) < 0.02 * mass[name]

# Injection velocity of one parabolic subband
kt = sc.k * TEMP
inject = {}
for name, m in mass.items():
    mk = m * sc.m_e
    filling = SHEET_CM2 * 1e4 * np.pi * sc.hbar ** 2 / (mk * kt)
    eta = np.log(np.expm1(filling))
    thermal = np.sqrt(2 * kt / (np.pi * mk)) * 100
    factor = float((-polylog(1.5, -np.exp(eta))).real) / filling
    ux = (np.arange(1000) + 0.5) * 0.008
    occ = 1 / (1 + np.exp(ux[:, None] ** 2 + ux[None, :] ** 2 - eta))
    direct = np.sum(ux[:, None] * occ) / np.sum(occ)
    assert abs(direct * np.sqrt(np.pi) / factor - 1) < 1e-3
    inject[name] = (thermal / 1e7, thermal * factor / 1e7, eta)

print(f"lattice constant {LATTICE_NM} nm; plane waves {len(basis)}, "
      f"check {len(large)}")
print("symmetric form factors (Ry), |G|^2 key:", SYM)
print("antisymmetric form factors (Ry), |G|^2 key:", ANTI)
print(f"fitted V8S: low {v8_low:.5f} Ry, target {v8_target:.5f} Ry")
print(f"scissors shift {shift * HARTREE_EV:.3f} eV")
print(f"gap with V8S = -0.05 Ry: {abs(gap_closed):.6f} eV")
for name in models:
    print(f"[{name}] gap {gap_ev(models[name]):.4f} eV")
    print(f"[{name}] electron mass {mass[name]:.5f} m_e")
    print(f"[{name}] light-hole mass along [100] {light_hole[name]:.5f} m_e")
    print(f"[{name}] momentum energy 2|p|^2/m_e {kane_ev[name]:.3f} eV")
    print(f"[{name}] L and X above Gamma: {valley[name][0]:.3f}, "
          f"{valley[name][1]:.3f} eV")
    print(f"[{name}] cutoff shift: gap {conv[name][0] * 1000:.3f} meV, "
          f"mass {conv[name][1]:.6f} m_e")
    print(f"[{name}] with spin-orbit {SPIN_ORBIT} eV: gap {so_gap[name]:.4f} eV, "
          f"mass {so_mass[name]:.5f} m_e")
    para = k_fermi ** 2 / (2 * mass[name]) * HARTREE_EV * 1000
    print(f"[{name}] energy at k_F: band {fermi_ev[name] * 1000:.2f} meV, "
          f"parabola {para:.2f} meV")
    para = k_film ** 2 / (2 * mass[name]) * HARTREE_EV * 1000
    print(f"[{name}] energy at pi/L: band {film_ev[name] * 1000:.2f} meV, "
          f"parabola {para:.2f} meV")
    print(f"[{name}] in-plane mass at k_z = pi/L {film_mass[name]:.5f} m_e")
    print(f"[{name}] injection velocity: nondegenerate {inject[name][0]:.3f}, "
          f"Fermi {inject[name][1]:.3f} 1e7 cm/s")
    print(f"[{name}] (E_F - E_subband)/kT {inject[name][2]:.3f}")
print(f"inverse mass, low model: valence term {val_bare:.3f} /m_e")
print(f"inverse mass, low model: conduction term {con_bare:.3f} /m_e")
print(f"scissored: valence term, dressed velocity {val_dressed:.3f} /m_e")
print(f"scissored: projector second-derivative term {proj_term:.3f} /m_e")
print(f"scissored: sum of these two {val_dressed + proj_term:.3f} /m_e")
print(f"tempting valence term, bare p and new gap {val_naive:.3f} /m_e")
print(f"velocity factor at the gap {1 + shift / ecv[-1]:.4f}")
print(f"mass from scissored operator {mass_scissors:.5f} m_e")
print(f"mass with projector frozen at Gamma {mass_frozen:.5f} m_e")
print(f"target/scissored mass ratio {mass['target'] / mass_scissors:.3f}")
print(f"frozen/target mass ratio {mass_frozen / mass['target']:.3f}")
print(f"[110]/[100] inverse-mass difference, target {anisotropy:.1e}")
print(f"T {TEMP:.0f} K, kT {kt / sc.e * 1000:.2f} meV, sheet density "
      f"{SHEET_CM2:.1e} cm^-2, film {FILM_NM:.0f} nm")
print(f"k_F {k_fermi / BOHR_NM:.4f} 1/nm, pi/L {k_film / BOHR_NM:.4f} 1/nm")
print("OK")
```

It prints:

```
lattice constant 0.565 nm; plane waves 259, check 459
symmetric form factors (Ry), |G|^2 key: {3: -0.23, 11: 0.06}
antisymmetric form factors (Ry), |G|^2 key: {3: 0.07, 4: 0.05, 11: 0.01}
fitted V8S: low -0.01086 Ry, target 0.00941 Ry
scissors shift 0.900 eV
gap with V8S = -0.05 Ry: 0.000000 eV
[low] gap 0.5000 eV
[low] electron mass 0.02714 m_e
[low] light-hole mass along [100] 0.02751 m_e
[low] momentum energy 2|p|^2/m_e 17.947 eV
[low] L and X above Gamma: 0.734, 1.176 eV
[low] cutoff shift: gap -0.025 meV, mass -0.000002 m_e
[low] with spin-orbit 0.34 eV: gap 0.3867 eV, mass 0.02492 m_e
[low] energy at k_F: band 76.61 meV, parabola 88.19 meV
[low] energy at pi/L: band 113.24 meV, parabola 138.54 meV
[low] in-plane mass at k_z = pi/L 0.04139 m_e
[low] injection velocity: nondegenerate 3.266, Fermi 4.990 1e7 cm/s
[low] (E_F - E_subband)/kT 3.378
[target] gap 1.4000 eV
[target] electron mass 0.07153 m_e
[target] light-hole mass along [100] 0.07397 m_e
[target] momentum energy 2|p|^2/m_e 18.239 eV
[target] L and X above Gamma: 0.265, 0.359 eV
[target] cutoff shift: gap -0.029 meV, mass -0.000002 m_e
[target] with spin-orbit 0.34 eV: gap 1.2867 eV, mass 0.07072 m_e
[target] energy at k_F: band 32.72 meV, parabola 33.47 meV
[target] energy at pi/L: band 50.76 meV, parabola 52.57 meV
[target] in-plane mass at k_z = pi/L 0.07914 m_e
[target] injection velocity: nondegenerate 2.012, Fermi 2.408 1e7 cm/s
[target] (E_F - E_subband)/kT 0.974
inverse mass, low model: valence term 35.893 /m_e
inverse mass, low model: conduction term -0.051 /m_e
scissored: valence term, dressed velocity 100.500 /m_e
scissored: projector second-derivative term -64.607 /m_e
scissored: sum of these two 35.893 /m_e
tempting valence term, bare p and new gap 12.819 /m_e
velocity factor at the gap 2.8000
mass from scissored operator 0.02714 m_e
mass with projector frozen at Gamma 0.07263 m_e
target/scissored mass ratio 2.635
frozen/target mass ratio 1.015
[110]/[100] inverse-mass difference, target 6.2e-09
T 300 K, kT 25.85 meV, sheet density 1.0e+12 cm^-2, film 10 nm
k_F 0.2507 1/nm, pi/L 0.3142 1/nm
OK
```
